Odd Translation-Rotation Coupling of Interstitial HD in a Silicon Cage

Anyone who computes the low-lying levels of a hydrogen molecule trapped in silicon must decide whether even and odd rotational states can be diagonalized in separate blocks. For H2 they can. For HD they cannot, although the two molecules see the same electronic potential, and a calculation that keeps the separation puts the first rotational level of HD about a tenth too high in the isotropic model solved below. The reason is the position of the mass centre, which in HD lies about one sixth of a bond length from the bond midpoint.

This displacement is not the source of all translation-rotation coupling. A tetrahedral cage couples the two motions in H2 as well, through terms that are even in the bond direction. The displacement adds the odd terms, which mix even and odd J.

**Geometry and symmetry**

Treat the molecule as a rigid rotor of bond length R in its stretching ground state, inside a fixed lattice. Let n be the unit vector from H to D, and let r_H and r_D = r_H + R n be the nuclear positions. With M = m_H + m_D, the mass centre Q and the midpoint X are

Q = (m_H r_H + m_D r_D)/M = r_H + (m_D/M) R n,
X = r_H + R n/2. (1)

Subtraction gives X − Q = (1/2 − m_D/M) R n. Since 1/2 − m_D/M = −(m_D − m_H)/(2M),

X = Q − s n, s = R (m_D − m_H)/(2M). (2)

For m_D = 2m_H this is s = R/6. The atomic masses 1.00783 u and 2.01410 u give s/R = 0.1665. The mass centre is displaced from the midpoint towards D.

The kinetic energy separates in the mass-centre coordinates. With J the rotational angular momentum in units of ħ, μ = m_H m_D/M and I = μR²,

H = P²/(2M) + B J² + V, B = ħ²/(2I), (3)

where P is conjugate to Q. In the Born-Oppenheimer approximation V depends on the nuclear positions and charges, not on the masses. Exchanging the nuclei leaves X unchanged and reverses n, so

V(X, n) = V(X, −n). (4)

The natural variables of the potential are therefore X and n, while those of the kinetic energy are Q and n. Inserting (2) and expanding in s at fixed Q,

V(Q − s n, n) = V(Q, n) − s n·∇V(Q, n) + O(s²). (5)

The first term is even in n by (4). The second is even times odd, hence odd. In H2 and D2, s = 0 and no odd term exists. In HD the odd part starts at first order in s. Because n has odd parity on the rotor sphere, odd terms connect even J with odd J.

**The isotropic cage**

At a tetrahedral site the orientation-averaged potential has no linear term in X, and its quadratic part is isotropic, because cubic point groups allow no other symmetric second-rank tensor. The simplest model keeps this part alone, ½kX², with k the force constant on the whole molecule. From (2) and n² = 1,

½k(Q − s n)² = ½kQ² − ks Q·n + W, W = ½ks². (6)

The Hamiltonian becomes

H = P²/(2M) + ½kQ² + B J² − ks Q·n + W. (7)

The minus sign has a direct meaning. The cage pulls the midpoint to the centre, which favours a mass centre displaced along n, so Q and n tend to be parallel. If the midpoint and mass centre coincided, (7) would be an oscillator and a free rotor with no coupling.

Let ω = √(k/M) and x0 = √(ħ/(Mω)). The oscillator coordinate is Q_x = (x0/√2)(a + a†), which changes the number of translational quanta N by ±1. The vector n changes J by ±1. The scalar product Q·n conserves the total angular momentum, translational plus rotational.

For the ground state, the normalized rotor functions are 1 and √3 n_x with respect to the average over directions. Since the average of n_x² is 1/3, the element of n_x between them is √3/3 = 1/√3. Hence

⟨N=1,x; J=1,x| −ks Q·n |N=0; J=0⟩ = −ks x0/√6. (8)

The x, y and z components contribute equally to the squared coupling, whose sum is k²s²x0²/2. Because k x0² = Mω² ħ/(Mω) = ħω, this sum is

3 (ks x0)²/6 = ½ks² · k x0² = W ħω. (9)

**Second-order shifts**

For a level with N = 0 and general J, the intermediate states have N = 1 and J′ = J ± 1. The oscillator average of Q_i Q_j is ½x0² δ_ij, so the second-order operator contains the sum over i of n_i P_J′ n_i, where P_J′ projects on the rotor states J′. This is a scalar and has the same value for all m. The value can be found from n_z, averaged over m and multiplied by three.

The squared element of n_z from (J, m) to (J−1, m) is (J² − m²)/[(2J−1)(2J+1)]. The average of m² is J(J+1)/3, so the average numerator is J² − J(J+1)/3 = J(2J−1)/3. After multiplication by three, the weight of J−1 is J/(2J+1). Since n² = 1, the weights sum to one, and J+1 receives (J+1)/(2J+1).

The excitation energies are ħω + B(J−1)J − BJ(J+1) = ħω − 2BJ for J−1, and ħω + 2B(J+1) for J+1. Including the constant W, the shift from the uncoupled energy is

ΔE_J = W − Wħω { J/[(2J+1)(ħω − 2BJ)] + (J+1)/[(2J+1)(ħω + 2B(J+1))] }. (10)

This holds when the coupling elements are small compared with the denominators. It fails near ħω = 2BJ, where the N = 0 level with rotation J meets the level with one quantum and rotation J−1. There the two must be diagonalized together.

For slow rotation put b = B/(ħω) ≪ 1 and expand the fractions:

1/(1 − 2bJ) = 1 + 2bJ + 4b²J² + …
1/(1 + 2b(J+1)) = 1 − 2b(J+1) + 4b²(J+1)² − … (11)

At zeroth order the weights sum to one and cancel the constant W. This is expected, since a rotor that does not turn can move its mass centre to s n and recover the whole energy W. At first order the braces in (10), taken with the minus sign in front of them, contribute W times 2b[(J+1)² − J²]/(2J+1) = 2b, the same for every J. At second order use J³ + (J+1)³ = (2J+1)(J² + J + 1). The result is

ΔE_J = 2bW − 4b²W [J(J+1) + 1] + O(b³). (12)

The term proportional to J(J+1) lowers the rotational constant by

4b²W = 4B²(½Mω²s²)/(ħ²ω²) = 2Ms²B²/ħ² = B Ms²/I, (13)

where the last step uses 2B/ħ² = 1/I. The force constant has cancelled. To this order the molecule has acquired an extra moment of inertia Ms².

**The stiff cage**

The extra inertia also follows without assuming small s. By (2), dQ/dt = dX/dt + s dn/dt, so the kinetic energy is

T = ½M(Ẋ + s ṅ)² + ½I ṅ². (14)

When a stiff cage holds X at zero, T = ½(I + Ms²)ṅ². The molecule turns about its midpoint rather than its mass centre. From (2),

I + Ms² = R²[4m_H m_D + (m_D − m_H)²]/(4M) = MR²/4, (15)

and therefore

B_eff/B = I/(MR²/4) = 4μ/M. (16)

For masses 1:2 this ratio is 8/9, and the atomic masses give 0.8891.

The fast vibration of X also changes. Along n the oscillating mass is still M, because ṅ is perpendicular to n. For motion perpendicular to n, set the fast part of the rotor momentum ∂T/∂ṅ to zero, which gives ṅ = −MsẊ/(I + Ms²). Substitution into (14) leaves

T = ½M Ẋ² − ½M²s²Ẋ²/(I + Ms²) = ½[MI/(I + Ms²)]Ẋ². (17)

The two perpendicular frequencies are thus ω√(1 + Ms²/I), and the leading zero-point energy is

E_0 → ħω[½ + √(1 + Ms²/I)]. (18)

Expanding the root gives an excess ħωMs²/(2I) over (3/2)ħω. This equals 2bW, the J-independent term of (12).

Both limits were compared with diagonalization of (7). The basis consisted of oscillator and rotor functions coupled to a fixed total angular momentum. With B and s held fixed, ħω was raised to 8 and 16 times the value of the example below, and the results were extrapolated linearly in 1/(ħω). They give B_eff/B = 0.8892 against 0.8891 from (16), and E_0/(ħω) = 1.5605, the same as (18) to these digits.

**Numbers for HD in silicon**

Take R = 0.078 nm and k = 200 eV/nm², which are rough model values for the interstitial molecule. Then

s = 0.1665 × 0.078 nm = 0.0130 nm,
B = 5.114 meV, 2B = 10.229 meV,
ħω = 52.60 meV, x0 = 0.01622 nm,
ks = 2.597 eV/nm, W = 16.865 meV. (19)

The element (8) is −2597 × 0.01622/√6 meV = −17.2 meV. The total coupling of the ground state is √(Wħω) = 29.8 meV, with an energy denominator ħω + 2B = 62.8 meV. Their ratio is nearly one half, so second order needs checking. Equation (10) gives

ΔE_0 = 16.865 × 10.229/62.83 = 2.75 meV,
ΔE_1 = 16.865 × [1 − 52.60 × (1/(3 × 42.37) + 2/(3 × 73.06))] = 1.79 meV. (20)

The first rotational energy is then 10.23 + 1.79 − 2.75 = 9.27 meV. Diagonalization of (7) with up to 14 oscillator quanta gives shifts of 2.70 and 1.82 meV and a rotational energy of 9.35 meV, or 75.4 cm⁻¹. The second-order rotational energy is 0.08 meV too low, which is about 9 % of the lowering from the free value.

The wave function is changed more visibly than the energy. Odd J, with J taken about the mass centre as in (3), makes up 18.2 % of the ground state; for rotation taken at fixed midpoint the odd weight is much smaller. First-order mixing gives the squared amplitude (29.78/62.83)² = 0.225 relative to the unperturbed component, hence a normalized weight 0.225/1.225 = 18 %. A rotational label on an HD level is therefore a label of origin, not a conserved quantity.

To test the causal claim, the same levels were computed from the positions of the two atoms. Each atom was given the potential ¼kr², whose sum is ½kX² plus a constant, and the integrals were evaluated by quadrature in a product basis. Equation (6) was not used. The rotational energy was again 9.35 meV. When the mass centre was placed at the midpoint, with M, B and k unchanged, it returned to 10.23 meV, the free value 2B. In this cage the displacement accounts for the whole lowering of 0.88 meV.

The lowering depends weakly on stiffness as long as ħω stays well above 2B. At fixed R, force constants of 100, 200 and 400 eV/nm² give rotational energies of 9.41, 9.35 and 9.30 meV. The stiff limit is 0.8891 × 10.229 = 9.09 meV.

**The coupling that H2 also has**

A tetrahedral site has no inversion centre, so each atom can also have a cubic energy g xyz. For atoms at X ± Rn/2, multiplying out the products and adding gives

2gXYZ + c(X n_y n_z + Y n_z n_x + Z n_x n_y), c = gR²/2. (21)

The second term couples translation to rotation in H2. It is even in n, respects (4), and changes J by an even number or not at all.

Let e be its element from the ground state to one x quantum and the J = 2 function √15 n_y n_z. The average of n_y² n_z² is 1/15, so e = c x0/√30. The three components together give strength 3e², and

ΔE_0(even) = −3e²/(ħω + 6B). (22)

For J = 1, start from √3 n_z. In this state the averages of the three squared angular factors add up to 1/5, so the total strength is 15e²/5 = 3e² again. Two of the operators, n_y n_z and n_z n_x, return a J = 1 function, each with element 1/5. Their strength is 15e² × 2/25 = 1.2e². The remaining 1.8e² goes to J = 3, and

ΔE_1(even) = −e²[1.2/(ħω) + 1.8/(ħω + 10B)]. (23)

To estimate the size, a cage was built from the four Si neighbours at √3a/4 and the six at a/2, with a = 0.543 nm. Each repels each hydrogen nucleus with an energy proportional to exp(−r/ρ). The strength was scaled so that the orientation-averaged force constant remained 200 eV/nm². This is an illustrative potential, not an electronic-structure result. It also confines weakly. With the bond along [111], the static barrier for passing through a hexagonal ring is at most 115 meV for ρ = 0.04 nm and 47 meV for ρ = 0.06 nm, the two decay lengths used below, while the HD ground level lies about 100 meV above the same minimum. Beyond the ring the ten-atom potential falls below that minimum. The levels given for these cages are therefore those obtained in a basis localized at the site, not true bound states of the potential. For ρ = 0.04 nm, quadrature gives e = 20.6 meV for H2 and zero odd coupling.

For H2, 2B = 13.64 meV, and at the same k its translational quantum is 52.60 × √(3.022/2.016) = 64.4 meV. Equations (22) and (23) give −12.1 and −13.7 meV, a lowering of the rotational energy by 1.6 meV. Diagonalization in the full cage gives 11.65 meV, which is 2.0 meV below the free value. The second-order estimate from the even coupling is thus 1.6 of the 2.0 meV. The difference contains higher orders and the other terms of the cage potential, which were not separated.

For HD in the same cage, the odd and even elements have magnitudes 18.7 and 20.9 meV. Neither can be dropped in favour of the other. The levels are as follows, with M, B and the cage held fixed when the displacement is removed:

ρ = 0.04 nm: 7.23 meV with displacement, 8.35 meV without;
ρ = 0.06 nm: 7.11 meV with displacement, 8.17 meV without. (24)

The displacement lowers the rotational energy by 1.12 and 1.05 meV, somewhat more than the 0.88 meV of the isotropic cage. The last digit of these values is not converged. Larger bases lower the energies with displacement by 0.01 to 0.02 meV and raise those without it by 0.03 to 0.04 meV, so the two lowerings grow by 0.04 to 0.05 meV; the H2 value of 11.65 meV rises by 0.02 meV. Adding the next two shells of Si atoms at the same averaged force constant raises the 7.23 meV result by about 0.1 meV. The effect of the displacement is therefore similar in the three cages, whereas the absolute rotational energy is not: it is about 2 meV lower in the two silicon cages than in the isotropic one.

**What the real crystal changes**

Interstitial hydrogen molecules in silicon occupy tetrahedral sites and rotate with little hindrance. In the model cages the static hindrance depends on whether the midpoint can move. With the midpoint held at the centre, the energies for bonds along [100], [110] and [111] differ by at most 2.3 meV for ρ = 0.04 nm and 0.7 meV for ρ = 0.06 nm. If the midpoint relaxes, the terms linear in X in (21) lower the energy by c²(n_y²n_z² + n_z²n_x² + n_x²n_y²)/(2k). This is zero for [100] and c²/(6k) for [111]. For ρ = 0.04 nm the H2 element e = 20.6 meV corresponds to c = 6.3 eV/nm, and the difference is roughly 30 meV. The angular sum has the same average, 1/5, in J = 0 and J = 1, so the separation of these two levels changes much less. A small barrier at fixed midpoint is therefore no proof of free rotation, and the even coupling in silicon has to come from a computed potential. The force constant and decay lengths are rough, so neither 9.35 meV nor the values in (24) should be read as a prediction for a measured line.

A real lattice is not fixed. The mass of HD is 2.7 % of that of its four nearest Si neighbours. If those four recoiled freely as one body, the reduced mass would replace M and raise ħω by about 1.3 %, with W unchanged. By (10) this raises the rotational energy by only about 0.02 meV. A more serious matter is that ħω is 0.82 of the rough upper edge of the Si phonon band, 64 meV. The translational excitation can mix with lattice modes, and the fixed-cage model gives neither its width nor the resulting shift. Centrifugal stretching matters much less than the displacement. For J = 1 the rotational energy ħ²/(μR²) = 2B pulls the bond outward with the force F = 4B/R. A bond of stretching frequency ω_s has the force constant μω_s² and gains the energy F²/(2μω_s²) = 16B³/(ħω_s)², where 1/(μR²) = 2B/ħ² was used. With a rough stretching quantum ħω_s of 400 meV this lowers J = 1 by 0.013 meV.

Temperature decides which levels are occupied. With the isotropic value of 9.35 meV and thermal equilibrium, the population of the threefold J = 1 level relative to J = 0 is 3 exp(−9.35 meV/k_BT). This is 6 × 10⁻⁵ at 10 K and 0.73 at 77 K. A low-temperature calculation for HD can therefore start from the ground state alone, but its basis must contain both even and odd J. For H2 the two sets may be kept apart, provided that the even coupling is retained within each.
